# Distance cutoffs for local MP2 pair energies in bulk and chains

## The decision: where to stop computing pairs

A local MP2 calculation needs a radius $R_c$ beyond which pairs of occupied orbitals are dropped. The choice fixes both the number of pairs and the error. For a gapped system the error per orbital falls as $R_c^{-3}$ in bulk but as $R_c^{-5}$ in a chain, so a radius that serves for a polymer can be far too short for a solid. The formulas below give the prefactors needed to choose $R_c$ from a tolerance.

The setting is a closed-shell Hartree-Fock reference with a finite gap $E_g$ between occupied and virtual levels, real orbitals, and the bare Coulomb interaction. The occupied orbitals $i,j$ are orthonormal and exponentially localized. The Fock operator $F$ is short-ranged, apart from its local potential. Atomic units are used.

## Pair energy in local orbitals

Let $k,l$ be canonical occupied orbitals and $a,b$ canonical virtual orbitals, with energies $\epsilon$. The MP2 amplitudes are

$$t_{kl}^{ab}=-\frac{(ka|lb)}{\Delta},\qquad \Delta=\epsilon_a+\epsilon_b-\epsilon_k-\epsilon_l\ \ge 2E_g .$$

Local orbitals are $|i\rangle=\sum_k U_{ki}|k\rangle$ with $U$ orthogonal. Integrals and amplitudes are rotated alike, for instance $t_{ij}^{ab}=\sum_{kl}U_{ki}U_{lj}t_{kl}^{ab}$. Because $\sum_i U_{ki}U_{k'i}=\delta_{kk'}$, the correlation energy keeps its form:

$$E=\sum_{ij}e_{ij},\qquad e_{ij}=\sum_{ab}(ia|jb)\,(2t_{ij}^{ab}-t_{ij}^{ba}).$$

The sum runs over ordered pairs, and $e_{ij}=e_{ji}$. The energy of an unordered pair $i\ne j$ is therefore $\varepsilon_{ij}=2e_{ij}$. Code that stores $e_{ij}$ instead has a coefficient half as large as the one below.

Local orbitals are not eigenfunctions of $F$, so $\Delta$ cannot be assigned to a local pair. The identity $1/\Delta=\int_0^\infty e^{-\Delta\tau}d\tau$ removes this difficulty, since the exponential factorizes over the four orbitals. With $\mu$ inside the gap, define

$$|\tilde i\rangle=e^{(F-\mu)\tau}|i\rangle,\qquad |\tilde a\rangle=e^{-(F-\mu)\tau}|a\rangle .$$

The two occupied and two virtual factors of $\mu$ cancel, and

$$t_{ij}^{ab}=-\int_0^\infty d\tau\,(\tilde i\tilde a|\tilde j\tilde b).$$

The evolved orbital $\tilde i$ stays near $i$. To see this, write the occupied part of $e^{(F-\mu)\tau}$ as a contour integral of $e^{(z-\mu)\tau}(z-F)^{-1}$ around the occupied levels, crossing the real axis in the gap below $\mu$. The contour keeps a finite distance from the spectrum, so the resolvent decays exponentially in space, and the prefactor does not grow with $\tau$. This bounds the absolute size of the tail. The normalized shape of $\tilde i$ can spread as $\tau$ grows, but its norm decays at the same time. In a finite basis the same argument holds for the virtual propagator. Without a gap the contour meets the spectrum and the argument fails; metals are not covered.

## Why exchange drops out

The exchange part of $e_{ij}$ is $\int d\tau\sum_{ab}(ia|jb)(\tilde i\tilde b|\tilde j\tilde a)$. Summing over $a$ produces the virtual propagator $\sum_a a(\mathbf r_1)\tilde a(\mathbf r_4)$. Here $\mathbf r_1$ lies near $i$, because it occurs in the product $i(\mathbf r_1)a(\mathbf r_1)$, and $\mathbf r_4$ lies near $j$. The sum over $b$ likewise links the region of $j$ to that of $i$. Both propagators must span the distance $R$, so exchange is exponentially small. What remains is

$$\varepsilon_{ij}\simeq-4\int_0^\infty d\tau\sum_{ab}(ia|jb)(\tilde i\tilde a|\tilde j\tilde b).$$

The factor 4 is 2 from spin times 2 from the two orderings.

## The dipole term and the sixth power

Place the electrons at $\mathbf R_i+\mathbf x$ and $\mathbf R_j+\mathbf y$, with $\mathbf R=\mathbf R_j-\mathbf R_i=R\mathbf n$ and $\mathbf s=\mathbf y-\mathbf x$. Then

$$\frac1{|\mathbf R+\mathbf s|}=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}+\frac{3(\mathbf n\cdot\mathbf s)^2-s^2}{2R^3}+\dots$$

The product $i(\mathbf r)a(\mathbf r)$ integrates to zero, because occupied and virtual orbitals are orthogonal. Every term that depends on $\mathbf x$ alone or on $\mathbf y$ alone therefore vanishes, which removes the first two terms. In the third, the mixed part of $s_\alpha s_\beta$ is $-x_\alpha y_\beta-y_\alpha x_\beta$. This leaves

$$(ia|jb)=\frac{1}{R^3}\sum_{\alpha\beta}\langle i|r_\alpha|a\rangle T_{\alpha\beta}\langle j|r_\beta|b\rangle+O(R^{-4}),\qquad T_{\alpha\beta}=\delta_{\alpha\beta}-3n_\alpha n_\beta .$$

Evolution with $F$ does not mix occupied and virtual spaces, so $\tilde i\tilde a$ is also free of charge and supplies a second factor $R^{-3}$. With $Q$ the projector on the virtual space, the sums over $a$ and $b$ can be collected in

$$G^i_{\alpha\gamma}(\tau)=\langle i|r_\alpha\,Q e^{-F\tau}\,r_\gamma\,e^{F\tau}|i\rangle ,$$

and the result is

$$\boxed{\varepsilon_{ij}\to-\frac{C_{ij}(\mathbf n)}{R^6},\quad C_{ij}=4\int_0^\infty d\tau\sum_{\alpha\beta\gamma\delta}T_{\alpha\beta}T_{\gamma\delta}\,G^i_{\alpha\gamma}G^j_{\beta\delta}}$$

Each $G$ decays at least as fast as $e^{-E_g\tau}$, so the integral converges. If $C_{ij}$ happens to vanish for some pair, that pair decays faster.

Orthogonality matters in an implementation. If truncated virtual functions retain an occupied component, the transition densities can carry charge. Integral and amplitude then each acquire a term in $1/R$, and the pair energy a spurious term in $R^{-2}$.

**Separate molecules.** Let $i$ run over the orbitals of molecule A and $j$ over those of B. The rotation $U$ then drops out of the summed $G$, and the $\tau$ integral restores the denominator:

$$C_{AB}=4\sum_{ka\in A}\sum_{lb\in B}\frac{(\mathbf d_{ka}\cdot T\,\mathbf d_{lb})^2}{\Delta}\ \ge 0,\qquad \mathbf d_{ka}=\langle k|\mathbf r|a\rangle .$$

This is the dispersion energy with uncoupled Hartree-Fock excitations. For molecules with isotropic response, $\sum_iG^i_{\alpha\gamma}=g\,\delta_{\alpha\gamma}$. Since $\sum_{\alpha\beta}T_{\alpha\beta}^2=1+1+4=6$, this gives $C_{AB}=24\int g_Ag_B\,d\tau$, independent of direction.

**Next order.** The product of an $R^{-3}$ and an $R^{-4}$ term gives a correction in $R^{-7}$, of relative size $1/R$. Its coefficient is odd in $\mathbf n$. For two identical molecules with the same orientation, exchanging their labels reverses $\mathbf n$ without changing the energy, so this coefficient is zero and the relative correction is of order $1/R^2$.

## From pair decay to cutoff error

Dropping pairs raises the total energy when their summed energy is negative, as it is for separate molecules; a single $C_{ij}$ need not be positive. Each dropped pair belongs to two orbitals, so the error per orbital is

$$\delta=\frac12\sum_{j:\,R_{ij}>R_c}\frac{C_{ij}}{R_{ij}^6}.$$

Let $C$ be the mean coefficient over orbital types and over the directions in which partners lie (all directions in bulk, the axis in a chain, the plane in a layer), assumed positive. In bulk with $n$ orbitals per volume,

$$\delta_{\rm bulk}=\frac12\int_{R_c}^\infty\frac{C}{R^6}\,4\pi nR^2dR=2\pi nC\int_{R_c}^\infty\frac{dR}{R^4}=\frac{2\pi nC}{3R_c^3}.$$

In a chain with $\lambda$ orbitals per length, partners lie on both sides:

$$\delta_{\rm chain}=\frac12\int_{R_c}^\infty\frac{C}{R^6}\,2\lambda\,dR=\frac{\lambda C}{5R_c^5}.$$

A layer with $\sigma$ orbitals per area lies between them: $\frac12\int 2\pi\sigma R\,C R^{-6}dR=\pi\sigma C/(4R_c^4)$. The pair law is the same in all three cases; the number of distant partners changes the power. These are errors per orbital, and the total error also grows with the number of orbitals.

The integrals replace discrete neighbours by a uniform density. They are leading terms for $R_c$ much larger than the spacing, with fluctuations as shells enter or leave.

**Dropping pairs before solving.** The formulas assume that retained amplitudes are unchanged. If the amplitude equations are solved in the retained space only, Fock couplings alter them. In spin-orbital form, MP2 minimizes $2\,t\cdot K+t\cdot At$, where $K$ holds the integrals and the eigenvalues of $A$ are the denominators $\Delta$. With minimizer $t^*$, the error of any trial $t$ is $(t-t^*)\cdot A(t-t^*)$. Let $t_d$ be the dropped part of $t^*$. The error is at least $2E_g|t_d|^2$, because the dropped components are set to zero. It is at most $t_d\cdot At_d$, the value reached by leaving the other amplitudes alone. Both bounds are quadratic in amplitudes that fall as $R^{-3}$, so for short-ranged $F$ in a finite basis the powers of $R_c$ survive, and since $F$ couples dropped to retained pairs only near the cutoff, the change is a relative correction that shrinks as $R_c$ grows. In a 31-cell version of the model chain below, it raises the error by 7% when pairs from 25 bohr outward are dropped and by 2% from 60 bohr outward.

**Estimating instead of dropping.** Distant pairs can be given the energy $-C_{ij}/R^6$ at little cost. The remainder per pair is then of order $R^{-7}$. Adding its magnitudes bounds the error by order $R_c^{-4}$ in bulk and $R_c^{-6}$ in a chain. The coefficient of this term is odd in $\mathbf n$, however, so it cancels when partners of each type lie equally at $\mathbf n$ and $-\mathbf n$, as in the uniform-density integrals for a periodic solid or chain. The $R^{-8}$ term then leads, and the error is of order $R_c^{-5}$ in bulk and $R_c^{-7}$ in a chain.

## Radius, partner count and crossover

Solving for the radius at a given tolerance $\delta$, and counting partners within it, gives

$$R_c^{\rm bulk}=\left(\frac{2\pi nC}{3\delta}\right)^{1/3},\qquad N_p^{\rm bulk}=\frac{4\pi}{3}nR_c^3=\frac{8\pi^2n^2C}{9\delta},$$

$$R_c^{\rm chain}=\left(\frac{\lambda C}{5\delta}\right)^{1/5},\qquad N_p^{\rm chain}=2\lambda R_c .$$

A tolerance ten times tighter costs ten times as many partners in bulk, but only a factor $10^{1/5}\approx1.6$ in a chain.

For $N$ orbitals the full list has about $N^2/2$ pairs and the truncated list about $NN_p/2$ once $N\gg N_p$. In a compact sphere this limit is approached slowly: orbitals near the surface lack partners, and the relative shortfall decreases only as $R_c$ over the sphere radius, or $(N_p/N)^{1/3}$. A compact sphere loses no pairs until its diameter exceeds $R_c$, which happens at $N=N_p/8$; a chain loses none until $N=N_p/2$. These sizes mark where a cutoff starts to act. The crossover in computing time also depends on the cost per pair and on overheads.

## Checks on a connected chain

A covalent system is the harder case, since its orbitals overlap their neighbours and $F$ couples them. The model has 61 cells spaced by 5 bohr, each with two sites 2.5 bohr apart and one occupied orbital. The hopping matrix is used directly as $F$, without a self-consistent step. The hopping is $-0.20$ hartree within a cell and $-0.05$ hartree between cells, the gap is 0.30 hartree, and the repulsion is $1/\sqrt{r^2+s^2}$ with $s=2$ bohr.

The dipole formula gives $C=71.0$ hartree bohr$^6$. The full pair energy of the central orbital exceeds $C/R^6$ in magnitude by 9.2% at 30 bohr, 1.8% at 60 bohr and 0.4% at 120 bohr. These excesses are the net of higher multipoles and of the softening, which lowers them; with $s=0.5$ bohr they are 12.8%, 2.4% and 0.6%. The exponent between the last two distances is $-6.02$. Exchange is 3.6% of the direct term at 10 bohr, and about $10^{-12}$ of it at 60 bohr.

For the cutoff, the finite length must be included. The chain ends 152.5 bohr from the centre, half a cell beyond the last cell, so the law becomes $(\lambda C/5)(R_c^{-5}-152.5^{-5})$ with $\lambda=1/5$ bohr$^{-1}$. At $R_c=72.5$ bohr it gives $1.383\times10^{-9}$ hartree, against $1.386\times10^{-9}$ from the summed pair energies. This close agreement relies on placing $R_c$ midway between cells: the dropped set is the same for any $R_c$ between 70 and 75 bohr, while $R_c^{-5}$ changes by a factor $(75/70)^5\approx1.4$. Two smaller effects also partly cancel: higher multipoles raise the summed energies, while a sum of $R^{-6}$ over cell centres lies below its integral. The measured exponent between 42.5 and 72.5 bohr, both midway between cells, is $-5.05$. The finite-chain law itself gives $-5.04$ over this interval, so most of the excess over 5 comes from the missing far end.

## Methane: coefficients from a real molecule

Two CH$_4$ molecules with equal orientation displaced along $(1,2,2)/3$, in a frame with the C–H bonds on cube diagonals, were treated as one system in cc-pVDZ with frozen cores, using one local orbital per C–H bond. The intermolecular energy exceeds the single-molecule prediction in magnitude by 6.9%, 1.6% and 0.4% at 20, 40 and 80 bohr. From 40 to 80 bohr the excess falls by about four, as a relative correction of order $1/R^2$ requires.

Individual bond pairs behave differently. Their largest deviation, relative to the mean pair energy, is 18%, 9% and 4% at the same distances. It halves with each doubling, as expected from the $R^{-7}$ term, which need not cancel for a single pair. Along this axis the bond-pair coefficients range from 3.8 to 9.4 hartree bohr$^6$ in cc-pVDZ (6.0 to 11.4 in aug-cc-pVDZ), and the range changes with direction (4.6 to 6.2 along a cube edge in cc-pVDZ), so one pair should not be used to set a cutoff.

The molecular coefficient is 83.5 hartree bohr$^6$ in cc-pVDZ and 120.0 in aug-cc-pVDZ. The diffuse functions raise it by 44%, which raises the bulk partner count by 44% and the bulk radius by 13%. The larger value is used below; it is close to, but not at, the basis-set limit (aug-cc-pVTZ gives 120.3, and correlating the core adds about 0.2, which leaves the bulk radius below at 49.7 bohr), and it omits correlation beyond MP2.

## Choosing the radius for two methane arrays

Consider a simple-cubic array and a straight chain of equally oriented CH$_4$ molecules, both with a chosen spacing of 8 bohr. Distances are measured between molecular centres. Each molecule has four valence orbitals, hence

$$n=\frac{4}{8^3}=0.00781\ {\rm bohr}^{-3},\quad \lambda=\frac48=0.5\ {\rm bohr}^{-1},\quad C=\frac{120.0}{16}=7.50\ {\rm hartree\ bohr}^6 .$$

The division by 16 averages over the $4\times4$ orbital pairs of two molecules.

For $\delta=10^{-6}$ hartree per orbital (2.6 J/mol), the bulk radius is

$$R_c=\left(\frac{2\pi\times0.00781\times7.50}{3\times10^{-6}}\right)^{1/3}\approx49.7\ {\rm bohr},$$

with about 4000 partners. A compact sample thus starts to lose pairs near 500 orbitals. The discrete lattice sum at this radius gives $0.98\times10^{-6}$ hartree. At $10^{-8}$ hartree the radius is 231 bohr, with about 400,000 partners.

At three sample radii, the lattice sum of the $C/R^6$ law is 6% below the integral law (44 bohr), 2% below (84 bohr) and 0.1% below (164 bohr). These differences depend on the exact radius, because the lattice sum jumps at each shell while the integral law is smooth.

For the chain at $10^{-8}$ hartree,

$$R_c=\left(\frac{0.5\times7.50}{5\times10^{-8}}\right)^{1/5}\approx37.6\ {\rm bohr},$$

with about 38 partners by the formula, or 35 on the lattice (four molecules on each side and three orbitals on the same molecule); the lattice error is $1.17\times10^{-8}$ hartree, 17% above the goal.

At $10^{-6}$ hartree the chain formula gives 15.0 bohr, less than two spacings, and the lattice error is $1.99\times10^{-6}$ hartree, twice the goal. The cause is the first dropped shell, at 16 bohr, which alone contributes

$$\frac12\times2\times\frac{120.0/4}{16^6}\approx1.79\times10^{-6}\ {\rm hartree}.$$

Keeping that shell lowers the error to about $0.2\times10^{-6}$ hartree. When $R_c$ spans only a few spacings, the discrete sum should replace the integral. At such distances the pair law also needs its higher multipoles, as the 6.9% excess at 20 bohr indicates (a cc-pVDZ value for one direction, not computed for the diffuse basis or the chain axis). The remaining values are in the numerical output.

## Computed results

```
Chain: cells 61, spacing 5.0 bohr, site gap 2.5 bohr
Chain: hoppings -0.2, -0.05 hartree; softening 2.0 bohr
Chain: orbital energy gap 0.3002 hartree
Chain: C from dipole formula 70.978 hartree bohr^6
Chain: R 30 bohr, pair energy -1.0631e-07 hartree, ratio to -C/R^6 1.0919
Chain: R 60 bohr, pair energy -1.5483e-09 hartree, ratio to -C/R^6 1.0177
Chain: R 120 bohr, pair energy -2.3871e-11 hartree, ratio to -C/R^6 1.0042
Chain: R 10 bohr, |exchange/direct| 3.63e-02
Chain: R 20 bohr, |exchange/direct| 2.40e-03
Chain: R 60 bohr, |exchange/direct| 1.09e-12
Chain: pair exponent, 60 to 120 bohr: -6.019
Chain: Rc 42.5 bohr, error/orbital 2.0613e-08 hartree, finite-chain law 2.0441e-08
Chain: Rc 72.5 bohr, error/orbital 1.3859e-09 hartree, finite-chain law 1.3830e-09
Chain: cutoff-error exponent -5.055
CH4: C-H length 2.06 bohr; cc-pVDZ molecular C 83.515 hartree bohr^6
CH4: bond-pair C from 3.808 to 9.409 hartree bohr^6
CH4 pair, 20 bohr: total MP2 correlation -0.32246436 hartree
CH4 pair: R 20 bohr, intermolecular MP2 -1.3944e-06 hartree, ratio to law 1.0686
  largest bond-pair deviation / mean pair: 0.1786
CH4 pair: R 40 bohr, intermolecular MP2 -2.0721e-08 hartree, ratio to law 1.0163
  largest bond-pair deviation / mean pair: 0.0899
CH4 pair: R 80 bohr, intermolecular MP2 -3.1986e-10 hartree, ratio to law 1.0040
  largest bond-pair deviation / mean pair: 0.0436
CH4 pair: exponent, 40 to 80 bohr: -6.0175
CH4: aug-cc-pVDZ molecular C 120.033, mean bond-pair C 7.5021 hartree bohr^6
Arrays: spacing 8.0 bohr; orbitals 0.0078125 bohr^-3, 0.50 bohr^-1
Cubic lattice sum of R^-6, unit spacing: 8.401924
Bulk: Rc 44 bohr, error/orbital 1.3535e-06 hartree, law 1.4410e-06
Bulk: Rc 84 bohr, error/orbital 2.0300e-07 hartree, law 2.0711e-07
Bulk: Rc 164 bohr, error/orbital 2.7790e-08 hartree, law 2.7829e-08
Bulk: cutoff-error exponent -2.953
Goal 1e-06 hartree/orbital = 2.625 J/mol
  bulk Rc 49.70 bohr, partners 4017, lattice error 9.830e-07 hartree
  chain Rc 14.96 bohr, partners 15.0, lattice error 1.985e-06 hartree
Goal 1e-08 hartree/orbital = 0.02625 J/mol
  bulk Rc 230.68 bohr, partners 401706, lattice error 1.000e-08 hartree
  chain Rc 37.59 bohr, partners 37.6, lattice error 1.170e-08 hartree
```
